Scattering path operator: site-space inversion and its Brillouin-zone form

The multiple-scattering equations for non-overlapping wells can be solved by a matrix inversion in two forms. For a finite cluster, one large matrix carries every site and every retained angular momentum. For a perfect crystal, a matrix the size of one unit cell is inverted at many wave vectors and the results are averaged. Both inversions give the scattering path operator τ. In the crystal form, the inverse matrix at one wave vector has its poles in energy at the band energies for that wave vector; averaging over wave vectors spreads these poles into a branch cut along each band. The derivation below fixes the signs, phases and factors of both, and shows what controls the errors of the angular-momentum cutoff, the k mesh and the cluster size.

1. Definitions and conventions

Rydberg atomic units are used: lengths are in bohr, energies in Ry, and H = −∇² + V. The potential is V = Σ_i v_i. Each v_i is real, local and spherical about R_i, and vanishes outside a sphere of radius s_i; the spheres do not overlap. The energy z lies off the spectrum of H, and

p² = z,  Im p > 0,
G = (z − H)⁻¹,  G₀ = (z + ∇²)⁻¹,
G₀(r,r′) = −exp(ip|r−r′|)/(4π|r−r′|).

The minus sign makes (∇² + p²)G₀ = δ(r−r′). A real energy E is approached as z = E + i0.

The scattering path operator is defined by

τ^{ij} = v_i δ_ij + v_i G v_j.  (1)

Summing over both sites gives V + VGV = T, the total scattering operator. Since v_j acts first on an incident wave, τ^{ij} is the part of T whose first scattering is on site j and whose last is on site i, with every scattering in between included.

Let Y_L be real spherical harmonics, L = (l,m), and let J_L(r) = j_l(pr)Y_L(r̂). The matrix elements are

τ^{ij}_{LL′} = ∫∫ J_L(r_i) τ^{ij}(r,r′) J_L′(r′_j) d³r d³r′,  (2)

where r_i = r − R_i and r′_j = r′ − R_j. There is no complex conjugation, even though p is complex. These elements are called on-shell because both functions carry the momentum p fixed by z. In these units τ and t are lengths. If one uses H = −∇²/2 + V in hartree instead, potentials halve and Green functions double, so τ and t halve and the g defined below doubles.

2. From the full Green function to single-site scattering

Since (z + ∇²)G = 1 + VG, multiplication by G₀ gives G = G₀ + G₀VG. Put this into (1):

τ^{ij} = v_iδ_ij + v_iG₀v_j + v_iG₀ Σ_k v_kGv_j
 = v_iδ_ij + v_iG₀ Σ_k (v_kδ_kj + v_kGv_j)
 = v_iδ_ij + v_iG₀ Σ_k τ^{kj}.

The term k = i describes repeated scattering on the same site. Move it to the left:

(1 − v_iG₀)τ^{ij} = v_iδ_ij + v_iG₀ Σ_{k≠i} τ^{kj}.

Define t_i = (1 − v_iG₀)⁻¹v_i, which exists when z is not a bound-state energy of the isolated well i. Multiplying from the left by (1 − v_iG₀)⁻¹ gives

τ^{ij} = t_iδ_ij + t_iG₀ Σ_{k≠i} τ^{kj}.  (3)

All repeated scattering on one site is now inside t_i, so the next event must take place on a different site.

3. The single-site matrix

Drop the site index. The definition of t is the same as t = v + vG₀t. Let ψ_L = J_L + G₀tJ_L. Then

vψ_L = vJ_L + vG₀tJ_L = tJ_L,

and therefore ψ_L = J_L + G₀vψ_L. Spherical symmetry gives ψ_L = R_l(r)Y_L and makes t diagonal in L, with

t_l = ∫₀^s r² j_l(pr) v(r) R_l(r) dr.  (4)

To find R_l outside the well, expand G₀ about the centre:

G₀(r,r′) = −ip Σ_L j_l(pr_<) h_l(pr_>) Y_L(r̂)Y_L(r̂′),  (5)

where h_l = j_l + iy_l is the outgoing function. The factor follows from the radial equation, which requires the slope of the radial Green function to jump by 1/r² at r = r′. With a coefficient c, the jump is cp[j_lh_l′ − j_l′h_l] = cp·i/(pr)², primes here being derivatives with respect to the argument. Hence c = −ip. For r > s, (5) and (4) give

R_l = j_l(pr) − ip t_l h_l(pr).  (6)

Let D be the logarithmic derivative R_l′/R_l at r = s, obtained from the solution regular at the origin. From here on, primes on radial functions mean d/dr. Continuity requires

j_l′ − ip t_l h_l′ = D(j_l − ip t_l h_l),

t_l = (j_l′ − D j_l)/[ip(h_l′ − D h_l)].  (7)

Equation (7) is the practical formula, since it needs no normalization of the interior solution.

4. Free propagation between two centres

For i ≠ k, write r = R_i + r_i, r′ = R_k + r′_k and R = R_k − R_i. Then r − r′ = x − R with x = r_i − r′_k. When |x| < R, expansion (5) reads

G₀ = −ip Σ_{L″} J_{L″}(x) h_{l″}(pR) Y_{L″}(R̂).  (8)

The function J_{L″}(x) must be separated into functions of r_i and r′_k. For a unit vector n,

exp(ip n·x) = 4π Σ_L i^l J_L(x) Y_L(n).

Multiply by Y_{L″}(n), integrate over n, and factor the exponential:

4π i^{l″}J_{L″}(x) = ∫ dn Y_{L″}(n) exp(ip n·r_i) exp(−ip n·r′_k).

The last exponential has coefficients i^{−l′} in place of i^{l′}, because reversing its argument adds (−1)^{l′}. Expanding both exponentials gives two factors 4π, one of which cancels:

J_{L″}(x) = 4π Σ_{LL′} i^{l−l′−l″} C_{LL′L″} J_L(r_i)J_L′(r′_k),

where C_{LL′L″} = ∫ Y_LY_L′Y_{L″} dn. Substitution in (8) yields

G₀ = Σ_{LL′} J_L(r_i) g_{LL′}(R) J_L′(r′_k),  (9)

g_{LL′}(R) = −4πip Σ_{L″} i^{l−l′−l″} C_{LL′L″} h_{l″}(pR)Y_{L″}(R̂).  (10)

The sum in (10) is finite, since C vanishes for l″ > l + l′. The separated double series (9) converges for all directions of r_i and r′_k when |r_i| + |r′_k| < R, which non-overlapping spheres provide. The condition is sufficient; outside it the series still converges for some pairs of points but not for all. This is where the derivation fails for overlapping potentials: with r_i and r′_k pointing towards each other's centres, |x| can exceed R, and (8) itself no longer holds.

For s waves, C = 1/√(4π), Y = 1/√(4π) and h₀(x) = −i exp(ix)/x, so

g_ss(R) = −exp(ipR)/R.  (11)

This short formula is a convenient way to fix the overall sign in a code.

5. The matrix inverse

Take matrix element (2) of equation (3). The kernel of t_i is confined to sphere i and the first argument of τ^{kj} to sphere k, so (9) applies to the G₀ between them. Its factor J_{L₁}(r_i) completes an on-shell element of t_i, and its factor J_{L₂}(r_k) completes one of τ^{kj}:

τ^{ij}_{LL′} = t^i_lδ_ijδ_{LL′} + Σ_{k≠i} Σ_{L₂} t^i_l g^{ik}_{LL₂} τ^{kj}_{L₂L′}.

No off-shell element is needed. With g^{ii} = 0 and matrices in the combined space (i,L),

τ = t + tgτ,
(1 − tg)τ = t,
τ = (1 − tg)⁻¹t.  (12)

If every retained t_l is nonzero, then 1 − tg = t(t⁻¹ − g), so

τ = (t⁻¹ − g)⁻¹t⁻¹t = (t⁻¹ − g)⁻¹.  (13)

Form (12) survives a zero of t_l, where (13) is undefined. Conversely, at a bound-state energy of one isolated well t_l has a pole but t_l⁻¹ is zero, and (13) remains usable.

The inverse has a direct physical condition. Suppose a nonzero vector c satisfied c = tgc for a finite cluster. Comparing (5) about site k with (9) shows that an outgoing wave −ip h_l′(pr_k)Y_L′ from site k is the regular wave Σ_L J_L(r_i)g^{ik}_{LL′} near site i. The condition c = tgc therefore says that the outgoing waves of amplitude c excite one another without an incident wave. They form a solution of (z − H)ψ = 0 that decays at infinity because Im p > 0. Then z would be an eigenvalue, contrary to assumption. This argument uses the complete L space; with a cutoff, the determinant may vanish at a slightly shifted energy.

Where the iteration of (12) converges,

τ = t + tgt + tgtgt + …,

which is a sum over paths whose successive sites differ. The inverse does not require this series to converge.

The cutoff is needed because the L space is infinite. At high l the centrifugal barrier keeps the wave out of the well, so R_l ≈ j_l ≈ (pr)^l/(2l+1)!!, and (4) becomes small. The entries 1/t_l then become large, and the matrix in (13) becomes badly conditioned as the cutoff rises. Form (12) is not a full cure, because the elements of g grow with l. The algebraically equivalent form τ = t^{1/2}(1 − t^{1/2}gt^{1/2})⁻¹t^{1/2} scales rows and columns alike and removes the large entries 1/t_l.

6. Translation invariance and the zone integral

Now let every lattice site R carry the same well. Blocks depend on R = R_j − R_i alone. Setting R′ = R_k − R_i, so that R_j − R_k = R − R′, turns the site equation into

τ(R) = tδ_{R0} + t Σ_{R′≠0} g(R′)τ(R−R′).

Define

g(k) = Σ_{R≠0} exp(ik·R)g(R),
τ(k) = Σ_R exp(ik·R)τ(R).  (14)

Multiply the site equation by exp(ik·R) = exp(ik·R′)exp[ik·(R−R′)] and sum over R. The convolution becomes a product:

τ(k) = t + tg(k)τ(k),
τ(k) = [t⁻¹ − g(k)]⁻¹.  (15)

The average of exp[ik·(R′−R)] over the Brillouin zone, of volume Ω_BZ, is δ_{RR′}. Applying it to (14) gives

τ^{ij} = Ω_BZ⁻¹ ∫_BZ d³k exp[−ik·(R_j−R_i)] [t⁻¹ − g(k)]⁻¹.  (16)

The phase in (16) is opposite to that in (14). Reversing one of them returns τ(−R). Inversion multiplies a block element by (−1)^{l+l′}, so this error leaves s–s elements unchanged and reverses s–p elements. With one site per cell, an s-only calculation cannot reveal it; with several sites per cell it can, since R and −R generally give different distances between sublattices.

With several atoms per cell at positions ρ_a, t depends on a and the matrices acquire sublattice indices:

g^{ab}(k) = Σ_R exp(ik·R) g(R + ρ_b − ρ_a),

with the zero vector omitted. Equation (15) then holds in the space (a,L), and (16) with R the difference of cell vectors.

The sum for g(k) converges absolutely when Im p > 0, since g(R) decays as exp(−R Im p)/R at large R. For real E > 0 this damping is lost, and g(k) is singular at the free-electron energies |k+K|² = E, where K is a reciprocal-lattice vector. One then stays at complex z or uses a different summation method. At real E < 0, p is imaginary and the direct sum still converges.

By (1), τ(k) contains G, so its poles lie at Bloch energies. Away from free-electron energies, the argument of section 5 applied to Bloch waves turns a null vector of t⁻¹ − g(k) into a crystal eigenstate. Hence det[t⁻¹ − g(k)] = 0 is the band condition.

7. What a finite k mesh calculates

For a simple cubic lattice of constant a, use an N×N×N uniform mesh that includes k = 0. The mesh average of exp[ik·(R′−R)] is one when R′ − R = Nan, with n any integer vector, and zero otherwise. Replacing the integral in (16) by the mesh average therefore gives

τ_N(R) = Σ_n τ(R + Nan).  (17)

The mesh error is the sum of all periodic images other than n = 0. Off the spectrum τ decays exponentially with distance, so the error falls rapidly with N. Near the real axis inside a band the decay is slow, and the required mesh grows.

8. Worked example

Take a simple cubic lattice with a = 5 bohr and wells

v(r) = −V₀(1 − r²/s²)²,  r < s,

with V₀ = 6 Ry and s = 2 bohr. Since 2s < a, the spheres are separate. At z = 0.5 + 1.0i Ry, p = 0.8995 + 0.5559i bohr⁻¹. The cutoff is l ≤ 2.

The interior solution is a power series, R_l ∝ u^l Σ_n c_nu^{2n} with u = r/s. Equating powers in the radial equation gives, for n ≥ 1,

2n(2n+2l+1)c_n = −s²[(z+V₀)c_{n−1} − 2V₀c_{n−2} + V₀c_{n−3}],

where coefficients with negative index are zero. Its logarithmic derivative and (7) yield, in bohr,

t₀ = −0.3173 − 1.9062i
t₁ = −0.1618 − 0.9361i
t₂ = 0.0241 − 0.0511i.

For the neighbour at R = (a,0,0), (11) gives

g_ss = −exp(5ip)/5 = 0.00265 + 0.01213i bohr⁻¹.

The single-hop term follows by multiplication. First,

t₀² = (0.3173² − 1.9062²) + 2(0.3173)(1.9062)i
 = −3.533 + 1.210i bohr².

Then

t₀g_sst₀ = (−3.533 + 1.210i)(0.00265 + 0.01213i)
 = −0.0240 − 0.0396i bohr.

For the full result, g(k) was summed over |R| ≤ 10a, and (15) was inverted on each mesh. The neighbour s–s element is, in bohr:

N = 2: −0.04822 − 0.08437i
N = 4: −0.02465 − 0.03973i
N = 6: −0.02445 − 0.03974i
N = 10: −0.02445 − 0.03974i

The first value is about twice the last, with a ratio of moduli of 2.08. Equation (17) explains this: for N = 2 the site at (−a,0,0) is an image of the site at (a,0,0), and their s–s elements are equal. More distant images account for the rest. For the s–p_x element the same two contributions cancel, and so does every other pair of images R′ and −R′, because the set (a,0,0) + 2an is symmetric under inversion; a 2×2×2 mesh would therefore give zero there.

The mesh-converged value differs from the single-hop estimate by about 0.9% of its own magnitude. This small difference belongs to the present complex energy, where propagation is strongly damped: at z = 0.5 + 0.4i Ry it is 7.5%. It also owes something to cancellation between channels, since s waves alone give 3.5% at the present z. It is not a general licence to drop longer paths. The on-site s element is −0.3144 − 1.9025i bohr, which differs from t₀ by 0.25% of |t₀|. That change is the effect of all paths that leave the site and return. These elements are converged in the mesh but not in the cutoff: with l ≤ 6 the neighbour s–s element becomes −0.02447 − 0.03974i bohr and the on-site element −0.3146 − 1.9026i bohr, shifts of about 2×10⁻⁵ and 2×10⁻⁴ bohr.

The neighbour s–p_x element is 0.0404 − 0.0177i bohr, and the p_x–s element is its negative. The sign follows from two symmetries. The symmetric kernel of G gives τ_{LL′}(R) = τ_{L′L}(−R), and inversion supplies a further minus sign for an s–p pair.

Equation (13) can also be solved for a finite cube of sites centred on the origin. Its difference from the crystal comes from the missing sites outside. With N = 10 as reference, and each error measured as the largest element difference divided by the largest element magnitude of the reference block:

27 sites: 1.1×10⁻⁵ on-site, 1.2×10⁻³ neighbour
125 sites: 4.0×10⁻⁸ on-site, 4.9×10⁻⁶ neighbour

In the 27-site cube the neighbour lies on the surface. Both calculations use the same cutoff, so their agreement measures boundary and mesh errors and says nothing about the omitted angular momenta.

9. Cutoff error and a band energy

The cutoff error can be measured against a reference that does not use multiple scattering, which also tests (15) itself. Definition (1) provides one: expand H for Bloch vector k in plane waves, solve the linear system for G, and evaluate v + vGv between the functions J_L. A second well, of depth 3 Ry, radius 1.5 bohr and the same shape, is placed at the cube centre, so that two different t matrices enter. At k = (0.3, 0.2, 0.1) bohr⁻¹ and the same z, with plane waves k + 2πm/a for |m| ≤ 7, the difference between (15) and this reference in the block l ≤ 1 is

l ≤ 1: 5.9×10⁻⁴
l ≤ 2: 2.3×10⁻⁴
l ≤ 3: 2.0×10⁻⁵
l ≤ 4: 3.1×10⁻⁶

The left column is the cutoff used in the inversion. The reference has its own truncation error from the finite plane-wave set: it differs from an inversion with l ≤ 8 by 1.9×10⁻⁶ (6×10⁻⁷ for |m| ≤ 8). The smallest entry is therefore not a pure angular-momentum cutoff error; measured against the l ≤ 8 inversion, the last two entries are 1.9×10⁻⁵ and 2.6×10⁻⁶. Each error is the largest element difference relative to the largest element of the plane-wave reference. The omitted channels influence even the s and p block, because a path may pass through them between its end points. Since the scale is the largest element, a small intersite element can have a larger relative error of its own.

Finally, remove the second well and search for a zero of det[t⁻¹ − g(k)] at the same k on the negative real energy axis. Diagonalizing the plane-wave Hamiltonian with |m| ≤ 6 puts the lowest band at −1.4874 Ry. With l ≤ 3, root finding in a window of ±0.02 Ry about that value finds a zero of the determinant at the same energy to these digits. The zero marks a self-sustaining pattern of scattered waves, with phase exp(ik·R) from site to site, that needs no incident wave, which is what a Bloch state is in this representation.
